# Polarisation-dependent coordination of a square-planar site in K-edge fine structure

## Problem

An absorbing atom sits at the centre of a square of four identical ligands, each at distance \(R\). Its K-edge absorption is measured with light linearly polarised along the unit vector \(\mathbf e\), which makes an angle \(\theta\) with the normal of the square. Let \(\mu(\mathbf e)\) be the absorption with the ligands present and \(\mu_0\) the absorption without them. The fine structure is

\[
\chi(\mathbf e)=\frac{\mu(\mathbf e)-\mu_0}{\mu_0}.
\]

In single scattering, the photoelectron wave meets one ligand and returns, and the signals of the ligands add. Let \(\bar\chi_1\) be the signal of one ligand averaged over all directions of \(\mathbf e\). The effective coordination \(N_{\rm eff}(\mathbf e)\) is the factor by which \(\bar\chi_1\) must be multiplied to give \(\chi(\mathbf e)\).

(a) Find \(N_{\rm eff}\) for \(\mathbf e\) in the plane, for \(\mathbf e\) along the normal, and on average over all directions of \(\mathbf e\).

(b) Find what remains of these values when \(kR\) is finite, where \(k\) is the photoelectron wavenumber. Use \(R=0.20\) nm and \(k=80\ \mathrm{nm^{-1}}\), an electron energy \(\hbar^2k^2/2m\) of about 244 eV.

The transition is electric dipole and the atoms scatter as spheres. For the numbers, each ligand has an s phase shift \(\delta_0=2.40\) and a p phase shift \(\delta_1=0.80\), and the absorber has a p phase shift \(\delta_c=0.50\), all in radians and held constant with \(k\).

## First estimate by scaling

The core level is an s state, so the dipole operator \(\mathbf e\cdot\mathbf r\) creates a p wave with angular factor \(\mathbf e\cdot\hat{\mathbf r}\). Its amplitude at a ligand in direction \(\hat{\mathbf R}_j\) is proportional to \(\cos\gamma_j=\mathbf e\cdot\hat{\mathbf R}_j\). The returning wave counts only through its overlap with the same p wave, which gives a second factor \(\cos\gamma_j\). Each ligand thus contributes in proportion to \(\cos^2\gamma_j\). Since the directional average of \(\cos^2\gamma_j\) is \(1/3\), a ligand counts as one on average if

\[
N_{\rm eff}(\mathbf e)\simeq 3\sum_j(\mathbf e\cdot\hat{\mathbf R}_j)^2 .
\]

Put the ligands at \(\pm\hat{\mathbf x}\) and \(\pm\hat{\mathbf y}\). The sum is \(2e_x^2+2e_y^2=2\sin^2\theta\), so

\[
N_{\rm eff}\simeq 6\sin^2\theta .
\]

This gives 6 in the plane, whatever the azimuth, and 0 along the normal. The average of \(\sin^2\theta\) over the sphere is \(2/3\), which gives 4.

The zero needs a closer look. For \(\mathbf e\perp\hat{\mathbf R}_j\) the p wave vanishes at the centre of the ligand but not beside it. Its transverse gradient there is smaller than the longitudinal gradient of a wave sent straight at the ligand by a factor of order \(1/(kR)\). The return journey brings the same factor again. Relative to a ligand lying along \(\mathbf e\), which counts as 3, a transverse ligand therefore contributes of order \(1/(kR)^2\). Four of them give a normal signal of size

\[
\frac{4\times3}{(kR)^2}=\frac{12}{16^2}\approx0.047
\]

averaged ligands. Its sign and prefactor are beyond this estimate.

## Exact single-scattering solution

**Absorption as a sum over states.** At fixed energy the final states are scattering states labelled by the direction \(\hat{\mathbf k}\) of the incoming plane wave. Write the \(l=1\) part of the wave that arrives at the absorber as \(3i\,j_1(kr)\,\mathbf a\cdot\hat{\mathbf r}\). For a plane wave alone, \(\mathbf a=\hat{\mathbf k}\). The absorber's potential changes the radial function and adds a phase, both independent of \(\mathbf a\). The angular integral of \((\mathbf e\cdot\hat{\mathbf r})(\mathbf a\cdot\hat{\mathbf r})\) is \((4\pi/3)\,\mathbf e\cdot\mathbf a\), so the golden rule gives

\[
\frac{\mu(\mathbf e)}{\mu_0}=3\left\langle|\mathbf e\cdot\mathbf a|^2\right\rangle ,
\]

where the brackets average over \(\hat{\mathbf k}\). The factor 3 makes the ratio one for \(\mathbf a=\hat{\mathbf k}\). With \(\mathbf a=\hat{\mathbf k}+\Delta\mathbf a\), the part linear in the ligand wave is

\[
\chi=6\,\mathrm{Re}\left\langle(\mathbf e\cdot\hat{\mathbf k})(\mathbf e\cdot\Delta\mathbf a)\right\rangle. \tag{1}
\]

**Two tools.** Let \(h_l=j_l+iy_l\) be the outgoing spherical wave. For real argument \(j_l=(h_l+h_l^*)/2\), and a scatterer multiplies the outgoing half by \(e^{2i\delta_l}\). Hence \(j_l\) becomes \(j_l+t_lh_l\), with

\[
t_l=\tfrac12(e^{2i\delta_l}-1)=i\,e^{i\delta_l}\sin\delta_l .
\]

Secondly, near a point where a wave \(\psi\) is regular, its \(l=1\) part is fixed by its gradient. Since \(j_1(ks)\approx ks/3\), the form \(3i\,j_1(ks)\,\mathbf b\cdot\hat{\mathbf s}\) has gradient \(ik\mathbf b\), so \(\mathbf b=\nabla\psi/(ik)\).

**Wave at the ligand.** Before any ligand scatters, the field is the plane wave plus the p wave scattered by the absorber,

\[
\psi(\mathbf r)=e^{i\mathbf k\cdot\mathbf r}+3i\,t_c h_1(kr)\,\hat{\mathbf k}\cdot\hat{\mathbf r},
\qquad t_c=\tfrac12(e^{2i\delta_c}-1).
\]

Equation (1) needs its average weighted with \(\mathbf e\cdot\hat{\mathbf k}\). For the plane wave,

\[
\langle(\mathbf e\cdot\hat{\mathbf k})e^{i\mathbf k\cdot\mathbf r}\rangle
=\frac{1}{ik}\,\mathbf e\cdot\nabla j_0(kr)=i\,j_1(kr)\,\mathbf e\cdot\hat{\mathbf r},
\]

because \(j_0'=-j_1\). For the second term, \(\langle(\mathbf e\cdot\hat{\mathbf k})\hat{\mathbf k}\rangle=\mathbf e/3\). Together,

\[
\langle(\mathbf e\cdot\hat{\mathbf k})\psi\rangle=i\,P(kr)\,\mathbf e\cdot\hat{\mathbf r},\qquad
P=j_1+t_ch_1=\tfrac12\left(h_1^*+e^{2i\delta_c}h_1\right). \tag{2}
\]

**Return from an s-wave ligand.** Let \(\mathbf s=\mathbf r-\mathbf R\) and \(x=kR\). The ligand sends out \(t_0\psi(\mathbf R)h_0(ks)\). At the absorber \(\hat{\mathbf s}=-\hat{\mathbf R}\), and \(h_0'=-h_1\), so the gradient rule gives

\[
\Delta\mathbf a=\frac{1}{ik}\,t_0\psi(\mathbf R)\,k h_0'(x)\,\hat{\mathbf s}
=-i\,t_0h_1(x)\,\psi(\mathbf R)\,\hat{\mathbf R}.
\]

Insert this in (1) and use (2). The factors \(-i\) and \(i\) multiply to one:

\[
\chi_s=6\cos^2\gamma\ \mathrm{Re}[t_0h_1P]
=3\cos^2\gamma\ \mathrm{Re}\left[e^{2i\delta_c}t_0h_1^2+t_0|h_1|^2\right]. \tag{3}
\]

**Return from a p-wave ligand.** The ligand sends out \(3i\,t_1h_1(ks)\,\mathbf b\cdot\hat{\mathbf s}\), with \(\mathbf b=\nabla\psi/(ik)\) at \(\mathbf R\). For any radial function \(g\),

\[
\nabla[g(ks)\,\mathbf b\cdot\hat{\mathbf s}]
=k g'\,\hat{\mathbf s}(\mathbf b\cdot\hat{\mathbf s})+\frac{g}{s}\left[\mathbf b-\hat{\mathbf s}(\mathbf b\cdot\hat{\mathbf s})\right]. \tag{4}
\]

Let the subscript \(T\) mark the part of a vector perpendicular to \(\hat{\mathbf R}\). Dividing the gradient of the ligand wave by \(ik\) gives, at the absorber,

\[
\mathbf e\cdot\Delta\mathbf a=3t_1\left[h_1'(x)\cos\gamma\,(\mathbf b\cdot\hat{\mathbf R})+\frac{h_1(x)}{x}\,\mathbf e_T\cdot\mathbf b\right].
\]

The weighted average of \(\mathbf b\) follows from (2) and (4):

\[
\langle(\mathbf e\cdot\hat{\mathbf k})\mathbf b\rangle=P'(x)\cos\gamma\,\hat{\mathbf R}+\frac{P(x)}{x}\,\mathbf e_T .
\]

Since \(|\mathbf e_T|^2=\sin^2\gamma\), equation (1) becomes

\[
\chi_p=18\,\mathrm{Re}\left\{t_1\left[h_1'P'\cos^2\gamma+\frac{h_1P}{x^2}\sin^2\gamma\right]\right\}. \tag{5}
\]

**The non-oscillating terms.** The \(h_1^*\) half of \(P\) produces terms such as \(3\cos^2\gamma\,|h_1|^2\,\mathrm{Re}\,t_0\). Because \(\mathrm{Re}\,t_l=-\sin^2\delta_l\), they are of second order in the ligand phase shifts, like the term \(3\langle|\mathbf e\cdot\Delta\mathbf a|^2\rangle\) omitted from (1). If the absorber does not scatter, \(\psi\) is a plane wave, with \(\langle|\psi|^2\rangle=1\), \(\langle b_ib_j^*\rangle=\delta_{ij}/3\) and \(\langle\psi^*\mathbf b\rangle=0\). For one ligand the omitted term is then

\[
3|t_0|^2|h_1|^2\cos^2\gamma+9|t_1|^2\left[|h_1'|^2\cos^2\gamma+\frac{|h_1|^2}{x^2}\sin^2\gamma\right].
\]

With \(|t_l|^2=\sin^2\delta_l\), this cancels the non-oscillating terms of (3) and (5) completely. If the absorber scatters, what is left over is of second order in ligand scattering and belongs to multiple scattering. The single-scattering signal of one ligand is therefore

\[
\chi_1=\mathrm{Re}\left\{e^{2i\delta_c}\left[Z_L\cos^2\gamma+Z_T\sin^2\gamma\right]\right\},
\]

\[
Z_L=3t_0h_1^2+9t_1(h_1')^2,\qquad Z_T=\frac{9t_1h_1^2}{x^2}. \tag{6}
\]

**The square.** The four values of \(\cos^2\gamma_j\) add to \(2\sin^2\theta\), and those of \(\sin^2\gamma_j\) to \(4-2\sin^2\theta\). The complex amplitudes are

- in plane: \(2Z_L+2Z_T\);
- normal: \(4Z_T\);
- one ligand, averaged: \((Z_L+2Z_T)/3\).

Two of three perpendicular polarisations lie in the plane, so the average for the square is

\[
\frac{2(2Z_L+2Z_T)+4Z_T}{3}=4\,\frac{Z_L+2Z_T}{3}.
\]

The average coordination is 4 at any \(kR\) in single scattering. The values 6 and 0 need a further limit.

**Large \(kR\).** Here \(h_1(x)=-(e^{ix}/x)(1+i/x)\), so \(h_1'\to ih_1\) and \(h_1^2\to e^{2ix}/x^2\), while \(Z_T/Z_L\) falls as \(1/x^2\). Define the backscattering amplitude \(f(\pi)=(t_0-3t_1)/(ik)\), assumed not to vanish. Then \(Z_L\to3h_1^2(t_0-3t_1)\), and

\[
\chi(\mathbf e)\to-\frac{N_{\rm eff}(\mathbf e)}{kR^2}\,\mathrm{Im}\left[f(\pi)e^{2ikR+2i\delta_c}\right],\qquad
N_{\rm eff}=3\sum_j(\mathbf e\cdot\hat{\mathbf R}_j)^2=6\sin^2\theta. \tag{7}
\]

This answers (a): \(N_{\rm eff}\) is 6 in the plane, 0 along the normal and 4 on average. A single measurement gives the average value when \(\sin^2\theta=2/3\), that is at \(\theta=54.74^\circ\). Turning \(\mathbf e\) within the plane does not produce the average; it leaves the value at 6.

A second limit is a ligand that scatters s waves only. Then \(t_1=0\) and \(Z_T=0\), and 6, 0 and 4 hold at any \(kR\) in single scattering. A direct sum over the scattering states of the whole square, with weak s-wave ligands at \(k=80\ \mathrm{nm^{-1}}\), gives 6.0000, 0.0000 and 4.0000 for the part of the signal odd in \(\delta_0\). For \(\delta_0=10^{-3}\) the even part, which is of second order in the ligand phase shift, lowers the in-plane and average values by 1 to \(2\times10^{-4}\).

## Comparison of the two

**Signal at \(k=80\ \mathrm{nm^{-1}}\).** The phase shifts give \(|f(\pi)|=0.0284\) nm. The largest signal one averaged ligand can give in (7) is

\[
\frac{|f(\pi)|}{kR^2}=\frac{0.0284}{80\times0.0400}=0.0089 .
\]

In the limit (7) the oscillation at this \(k\) stands at 0.0077. The square gives six times this in the plane, 0.046, and four times this on average, 0.031. At \(kR=16\) the \(1/(kR)\) terms of (6) shift the phase by 0.24 rad and reduce the amplitude by 4 percent, which lowers these to 0.0062, 0.0375 and 0.025, with \(-0.00023\) along the normal. The ratios change much less than the signals: at this \(k\), \(N_{\rm eff}\) is 6.02 in the plane, \(-0.038\) along the normal and 4 on average. The first two values belong to this \(k\). The reference \(\bar\chi_1\) passes through zero about every 8 nm⁻¹, for instance near 74 and 82 nm⁻¹. The normal signal does not vanish at the same points, so the in-plane and normal ratios diverge there while their average stays 4. At \(k=82\ \mathrm{nm^{-1}}\) they are 5.87 and \(+0.27\).

**Normal remainder.** To leading order, (6) gives a normal amplitude, in averaged ligands, of

\[
\left|\frac{4Z_T}{Z_L/3}\right|\to\frac{12}{(kR)^2}\,\frac{3|t_1|}{|t_0-3t_1|}.
\]

The scaling estimate thus has the right power and lacks the last factor. Here \(3|t_1|=3\sin0.80=2.15\) and \(|t_0-3t_1|=k|f(\pi)|=2.27\), so the factor is 0.95. That it is close to one is an accident of the chosen phase shifts. It grows for a ligand whose s and p waves nearly cancel in backscattering, but then the \(1/(kR)\) terms of \(Z_L\) take over and the leading formula fails: for \(\delta_0=3\delta_1\) and \(\delta_1=0.002\) the factor is 250 and the formula gives an amplitude of 12 at \(kR=16\), while (6) gives 0.38 averaged ligands, which corresponds to a factor of 8, about \(kR/2\). The full amplitudes from (6) compare with the estimate as follows.

| \(k\) (nm⁻¹) | \(12/(kR)^2\) | from (6) |
|---|---|---|
| 40 | 0.19 | 0.20 |
| 80 | 0.047 | 0.047 |
| 120 | 0.021 | 0.020 |

**Fitted counts.** Suppose the signal between 40 and 120 nm⁻¹, weighted by \(k^2\), is fitted by least squares to a multiple of \(\bar\chi_1\). The curved-wave signal (6) then gives 6.03 in the plane, −0.06 along the normal and 4.00 on average. The negative value is no number of atoms. The leading ratio \(4Z_T/(Z_L/3)\) has the phase of \(t_1/(t_0-3t_1)\), which is 3.44 rad here, so the remainder runs nearly opposite to the reference.

With all scattering orders among these s and p waves, the fits give 6.07 (6.08 on a coarse grid of step 2 nm⁻¹), −0.06 and 4.03. The multiple-scattering part of the in-plane signal has 12 percent of the single-scattering rms, yet over this range it moves the in-plane count by only 0.75 percent; for ranges starting between 40 and 50 nm⁻¹ and ending between 100 and 120 nm⁻¹ the shift lies between \(-1.2\) and \(+1.5\) percent. Every multiple-scattering path is longer than the single-scattering one. The shortest, over two neighbouring ligands, measures \((2+\sqrt2)R=0.68\) nm against \(2R=0.40\) nm. It carries the factor \((\mathbf e\cdot\hat{\mathbf R}_i)(\mathbf e\cdot\hat{\mathbf R}_j)\), which cancels over the square at leading order, and it gives only 2 percent of the single-scattering rms. The paths of length \(4R=0.80\) nm, to the opposite ligand or by way of the absorber, give 11 percent. Over the fitted range of 80 nm⁻¹ their phase slips against the reference by \(2R\times80=32\) rad, about five cycles, so much of their overlap with the reference averages out.

**A real film.** The bond length is in the rough range of copper–oxygen planes in oriented cuprate films. The constant phase shifts are not those of oxygen, which vary with \(k\) and include higher partial waves, so the curved-wave numbers show a size and not a prediction. Other effects bear on the normal signal, among them:

- Out-of-plane vibration tilts the bonds. For a ligand displacement of rms \(u=0.010\) nm, a round value, the count is about \(12u^2/R^2=0.03\). A static buckling that lifts the ligands out of the absorber's plane acts in the same way: an offset of 0.026 nm at fixed bond length gives a geometric count of 0.20 and a fitted count of 0.15, so a buckled plane is not a flat square for normal polarisation.
- A misalignment of 5° gives \(6\sin^25^\circ=0.0456\). If 1 percent of the intensity is also polarised in the film plane, the total is \(0.99\times0.0456+0.01\times6=0.105\). For these settings this exceeds the vibration term and the fitted curved-wave term. The latter has the opposite sign, so a fit of the signal (6) with this misalignment and polarisation gives 0.05.
- Ligands above and below the plane break the assumption of a bare square. Two of them on the normal give \(3\times2=6\) for normal polarisation, in a shell of their own. At 0.24 nm their phase slips against the square's by \(2\times0.04\times80=6.4\) rad over the fitted range, about one full cycle. In this model they then add only \(-0.08\) to the normal count of the square, but that is already larger than the curved-wave term, and the cancellation is fragile: the leakage is \(+0.60\) if the fit ends at 110 nm⁻¹, and \(+0.24\) for ligands at 0.23 nm. The axial shell has to be fitted together with the square.

Damping by inelastic losses and by disorder in bond length cancels in \(N_{\rm eff}\) at a given \(k\) as far as it is a common factor on signal and reference. It does not cancel in the fitted counts, because it changes the weight of each \(k\). A factor \(e^{-2\sigma^2k^2}\) with \(\sigma^2=6\times10^{-5}\ \mathrm{nm^2}\) on both moves the fitted normal count from \(-0.06\) to \(-0.09\) and the axial leakage from \(-0.08\) to \(-0.27\) (from \(+0.24\) to \(-2.3\) for ligands at 0.23 nm), and it raises the multiple-scattering shift of the in-plane count to 2.3 percent. Quadrupole transitions lie outside the dipole rule. With a photon wavenumber \(q\) and a hydrogenic core radius \(a\), their intensity relative to the dipole one is of order \((qa)^2\approx0.01\) for copper.

## Table of computed values

```
Bond length R: 0.20 nm
Absorber p phase shift: 0.50 rad
Ligand s and p phase shifts: 2.40, 0.80 rad
k range: 40 to 120 1/nm
Electron energy at range ends: 61.0, 548.6 eV
Middle k: 80 1/nm
Electron energy at middle k: 243.8 eV
kR at middle k: 16.0 (no unit)
Counts from the state sum, weak s-wave ligands (no unit):
  in plane: 6.0000
  normal: 0.0000
  average: 4.0000
Magic angle from normal: 54.74 deg
Count at magic angle: 4.0000
Plane-wave example at middle k:
  |f(pi)|: 0.02843 nm
  chi of one averaged ligand: 0.00775 (no unit)
  chi in plane: 0.04647 (no unit)
  chi normal: 0.00000 (no unit)
  chi average: 0.03098 (no unit)
Plane-wave relative error of longitudinal return:
  at R = 10 nm: 4.81e-03; at R = 100 nm: 4.81e-04
Curved-wave normal amplitude, in averaged ligands:
  at k = 40 1/nm: 0.201
  at k = 80 1/nm: 0.047
  at k = 120 1/nm: 0.020
Fitted counts, curved-wave single scattering (no unit):
  in plane 6.030, normal -0.060, average 4.000
Fitted counts, all scattering orders in s+p model (no unit):
  in plane 6.076, normal -0.060, average 4.030
Multiple/single scattering, in-plane rms, k^2 weighted: 0.118
Out-of-plane rms displacement: 0.010 nm
Normal count from vibration: 0.0298
Small-displacement estimate: 0.0300
Misalignment: 5.0 deg; wrong polarisation: 1.0 percent
Normal count from misalignment alone: 0.0456
Normal count from both: 0.1051
Axial ligand distance: 0.24 nm
Normal count of two axial ligands: 6.0000
Quadrupole intensity scale for copper: 0.0112
```
